# Crossover from Thermal Escape to Oxygen Tunnelling at a 10 THz Barrier

**Question.** In ferroelectric hafnia the polarization reverses when oxygen ions move across a barrier between two positions. Suppose the top of that barrier, turned upside down, would be a well of ordinary frequency 10 THz. Below what temperature does tunnelling compete with thermal escape, and how does this temperature scale with the barrier?

**Answer.** The estimate follows from comparing two exponentials: the thermal population, which grows towards lower energy, and the transmission probability, which falls.

### What is being compared

Take one switching coordinate \(x\) with mass \(m\), weak friction and a thermally populated initial well, and let successive escapes be incoherent. Weak here means \(\gamma\ll\omega_b\) for the friction rate \(\gamma\), yet strong enough that the energy exchanged in one oscillation near the top exceeds \(k_BT\); with still weaker friction the states near the top are depleted and the rate falls below the estimate made here. Near its top the barrier is

\[
V(x)\simeq V_0-\tfrac12 m\omega_b^2x^2,\qquad \omega_b=2\pi\nu_b ,
\]

with \(\nu_b=10\) THz. This frequency belongs to the unstable motion at the barrier top, not to vibration in the well.

States with momentum between \(p\) and \(p+dp\) bring a flux proportional to \(v\,dp=dE\) to the barrier. The escape rate is therefore proportional to \(\int P(E)e^{-\beta E}dE\), where \(P\) is the transmission probability and \(\beta=1/(k_BT)\). Classically \(P\) is 0 below \(V_0\) and 1 above it, and the integral is \(e^{-\beta V_0}/\beta\). With the initial well normalized classically in both cases, so that only the barrier is compared, the ratio of quantum to classical flux is

\[
\kappa=\beta\int P(E)\,e^{-\beta(E-V_0)}\,dE .
\]

### Transmission through the parabolic top

With \(\xi=x\sqrt{m\omega_b/\hbar}\) and \(\varepsilon=(E-V_0)/(\hbar\omega_b)\), the Schrödinger equation becomes \(\psi''+(\xi^2+2\varepsilon)\psi=0\). Try \(\psi=\xi^{s}e^{i\xi^2/2}\) at large \(|\xi|\):

\[
\psi''=\left[-\xi^2+i(2s+1)+O(\xi^{-2})\right]\psi .
\]

The equation requires \(i(2s+1)=-2\varepsilon\), so \(s=i\varepsilon-\tfrac12\). The factor \(|\xi|^{-1/2}\) gives waves of unit amplitude equal flux.

On the right there is one outgoing wave, \(t\,\xi^{i\varepsilon-1/2}e^{i\xi^2/2}\). On the left, the same exponential has phase gradient \(\xi<0\) and is the reflected wave, \(r|\xi|^{i\varepsilon-1/2}e^{i\xi^2/2}\); the incident wave carries \(e^{-i\xi^2/2}\).

To connect the two sides, set \(\xi=|\xi|e^{i\varphi}\) and raise \(\varphi\) from 0 to \(\pi\) at large \(|\xi|\). For \(0<\varphi<\pi/2\) the factor \(e^{i\xi^2/2}\) is the decaying exponential, and no growing one accompanies it. For \(\pi/2<\varphi<\pi\) it is the growing one. The incident wave enters there as the small exponential and leaves the coefficient of the large one unchanged. Hence

\[
r=t\,(e^{i\pi})^{i\varepsilon-1/2}=-i\,t\,e^{-\pi\varepsilon},
\qquad |r|^2=|t|^2e^{-2\pi\varepsilon}.
\]

Flux conservation, \(|r|^2+|t|^2=1\), gives

\[
P=|t|^2=\frac{1}{1+e^{-2\pi\varepsilon}} .
\]

### The crossover temperature

Far below the top, \(P\simeq e^{-2\pi|\varepsilon|}\), while the Boltzmann weight relative to the top is \(e^{\beta\hbar\omega_b|\varepsilon|}\). If \(\beta\hbar\omega_b<2\pi\), the product decays with depth and escape stays near the top. If \(\beta\hbar\omega_b>2\pi\), it grows with depth and deep tunnelling takes over. Equality defines

\[
T_0=\frac{\hbar\omega_b}{2\pi k_B}=\frac{h\nu_b}{2\pi k_B}.
\]

For 10 THz the quantum is \(\hbar\omega_b=41.36\) meV, so

\[
k_BT_0=\frac{41.36\ \text{meV}}{2\pi}=6.58\ \text{meV},\qquad T_0\approx 76\ \text{K}.
\]

The scaling is linear, about 7.6 K per THz. Two factors of \(2\pi\) need care. The temperature \(h\nu_b/k_B\approx480\) K is where the thermal energy equals one quantum, which is a different condition. If 10 THz meant an angular frequency of \(10^{13}\) rad/s, \(T_0\) would be about 12 K.

### How large the effect is above \(T_0\)

Write \(s=T_0/T\), so that \(\beta\hbar\omega_b=2\pi s\), and substitute \(u=e^{-2\pi\varepsilon}\), \(d\varepsilon=-du/(2\pi u)\). Extending the parabola to all energies,

\[
\kappa=2\pi s\int_{-\infty}^{\infty}\frac{e^{-2\pi s\varepsilon}}{1+e^{-2\pi\varepsilon}}\,d\varepsilon
=s\int_0^\infty\frac{u^{s-1}}{1+u}\,du .
\]

Call the last integral \(I\). It converges for \(0<s<1\). A contour around the positive real axis encloses the pole at \(u=e^{i\pi}\), and the lower edge of the cut carries the extra factor \(e^{2\pi i(s-1)}\). Thus

\[
\left(1-e^{2\pi i(s-1)}\right)I=2\pi i\,e^{i\pi(s-1)}
\;\Rightarrow\; I=\frac{\pi}{\sin\pi s},
\]

\[
\kappa=\frac{\pi T_0/T}{\sin(\pi T_0/T)}\qquad(T>T_0).
\]

At high temperature this tends to \(1+\tfrac16(\pi T_0/T)^2\). At 300 K the full expression gives \(\kappa\approx1.12\), so quantum transmission raises the rate by about 12%. Quantizing the vibration in the well is a separate correction. For a harmonic well of angular frequency \(\omega_0\), the classical partition function \(1/(\beta\hbar\omega_0)\) becomes \(1/(2\sinh y)\) with \(y=\beta\hbar\omega_0/2\), which multiplies the rate by \(\sinh(y)/y\). For a 10 THz well this adds about 11% at 300 K. It does not enter \(\kappa\) or \(T_0\).

The word "competes" is looser than "crossover". At \(T=2T_0\), where \(s=\tfrac12\), the integrand is proportional to

\[
\frac{e^{-\pi\varepsilon}}{1+e^{-2\pi\varepsilon}}=\frac{1}{2\cosh\pi\varepsilon},
\]

which is even in \(\varepsilon\). Half of the transmitted flux then passes below the top, already at 153 K. Yet \(\kappa=\pi/2\approx1.57\), and the Arrhenius exponent is intact. What changes at \(T_0\) is the leading exponent.

### Below \(T_0\): a finite barrier

The divergence of \(\kappa\) at \(T_0\) comes from a parabola that descends without end. Consider instead

\[
V(x)=\frac{V_0}{\cosh^2(x/L)},\qquad L=\sqrt{\frac{2V_0}{m\omega_b^2}},
\]

where \(L\) follows from matching \(V_0x^2/L^2\) to \(\tfrac12m\omega_b^2x^2\). Well below the top, the semiclassical transmission is \(P\simeq e^{-W/\hbar}\), with

\[
W(E)=2\int_{-x_E}^{x_E}\sqrt{2m(V-E)}\,dx,\qquad V(\pm x_E)=E .
\]

Differentiate with respect to \(E\). The endpoint terms vanish because the integrand is zero there, leaving

\[
-\frac{dW}{dE}=2\int_{-x_E}^{x_E}\frac{dx}{\sqrt{2(V-E)/m}}=\tau(E),
\]

the period of oscillation in the inverted potential. The escape integrand is \(e^{-f}\) with \(f=\beta E+W/\hbar\), and \(f'=0\) gives \(\tau(E^*)=\hbar\beta\).

For this barrier put \(q=\sinh(x/L)\). Then \(dx=L\,dq/\cosh(x/L)\) and \(V-E=(V_0-E-Eq^2)/\cosh^2(x/L)\). The hyperbolic cosines cancel:

\[
\tau=\sqrt{2m}\,L\int\frac{dq}{\sqrt{V_0-E-Eq^2}}
=\sqrt{2m}\,L\,\frac{\pi}{\sqrt E}
=\frac{2\pi}{\omega_b}\sqrt{\frac{V_0}{E}} .
\]

Integrating from \(E\) to \(V_0\), where \(W=0\),

\[
W=\frac{4\pi V_0}{\omega_b}\left(1-\sqrt{\frac{E}{V_0}}\right).
\]

With \(\theta=T/T_0<1\), the condition \(\tau=\hbar\beta\) reads \(\sqrt{V_0/E^*}=1/\theta\), so \(E^*=V_0\theta^2\). Let \(A=V_0/(k_BT_0)=2\pi V_0/(\hbar\omega_b)\). Then \(\beta E^*=A\theta\) and \(W/\hbar=2A(1-\theta)\), hence

\[
f(E^*)=A(2-\theta),\qquad\text{against the Arrhenius value } \frac A\theta .
\]

Both equal \(A\) at \(\theta=1\), and both have slope \(-A\) there, so the change is smooth. Their difference is \(A(1-\theta)^2/\theta\).

The Gaussian integral around \(E^*\) supplies the prefactor, provided \(E^*\) lies below the top by more than the width of the Gaussian, so not just below \(T_0\). From \(f''=-\tau'/\hbar=\pi/(\hbar\omega_bV_0\theta^3)\) and \(\beta=2\pi/(\hbar\omega_b\theta)\),

\[
\kappa\simeq\beta\sqrt{\frac{2\pi}{f''}}\,e^{A(1-\theta)^2/\theta}
=2\pi\sqrt{\frac{2V_0\theta}{\hbar\omega_b}}\;e^{A(1-\theta)^2/\theta}.
\]

At \(T_0\) the Gaussian is centred on the top and its lower half contributes, giving the leading estimate \(\kappa(T_0)\simeq\pi\sqrt{2V_0/(\hbar\omega_b)}\).

### Numbers for a barrier of 0.5 eV

Choose round model parameters: \(V_0=0.5\) eV, a moving mass of 16 u and an attempt frequency of 10 THz. Then \(L=0.39\) Å, \(V_0/(\hbar\omega_b)=12.09\) and \(A=75.96\).

At \(T_0\) the half-Gaussian estimate is \(\pi\sqrt{2\times12.09}\approx15.4\). Numerical integration of the Schrödinger equation through the whole barrier gives 14.9, with 95% of the flux below the top. The most heavily weighted energy is 0.476 eV, slightly below the top rather than at it, because \(P\) is not yet a pure exponential there.

At \(T_0/2\approx38\) K the dominant energy is \(0.5\times\tfrac14=0.125\) eV. The exponent is \(1.5A\approx114\) instead of \(2A\approx152\). Adding the prefactor,

\[
\ln\kappa\simeq75.96\times\frac{0.25}{0.5}+\ln\!\left(2\pi\sqrt{12.09}\right)\approx37.98+3.08\approx41.1 ,
\]

in agreement with the numerical integration. The enhancement thus grows from about 15 to about \(e^{41}\) when the temperature is halved.

A large ratio does not imply an observable rate. At \(T_0\),

\[
k\approx10^{13}\ \text{s}^{-1}\times14.9\times e^{-75.96}\approx1.5\times10^{-19}\ \text{s}^{-1}.
\]

This treats the well classically; for a 10 THz well \(y=\pi\) at \(T_0\), and the factor \(\sinh(y)/y\) would multiply the rate by about 3.7. Even so, with this barrier the crossover could not be seen in switching. One Arrhenius escape per second at \(T_0\) needs \(V_0=k_BT_0\ln10^{13}\approx0.20\) eV, if the curvature frequency and the attempt frequency are kept at 10 THz.

### Scaling and limits of the estimate

At fixed \(\omega_b\), \(T_0\) depends on neither height nor mass. At fixed shape, the relation for \(L\) gives

\[
T_0=\frac{\hbar}{2\pi k_BL}\sqrt{\frac{2V_0}{m}} .
\]

A narrower barrier or a lighter particle raises \(T_0\). If \(N\) equivalent oxygen ions move in step and their barriers simply add, \(V_0\) and \(m\) both grow as \(N\). Then \(T_0\) is unchanged, but \(A\) grows as \(N\) and the rate collapses.

Friction lowers \(T_0\). For memoryless friction of rate \(\gamma\), motion near the top obeys \(\ddot x+\gamma\dot x-\omega_b^2x=0\). The growing solution \(e^{\lambda t}\) has \(\lambda^2+\gamma\lambda=\omega_b^2\), so

\[
\lambda=\sqrt{\omega_b^2+\frac{\gamma^2}{4}}-\frac\gamma2 .
\]

If the friction comes from coupling to harmonic oscillators, the saddle separates into stable normal modes and one inverted parabola of frequency \(\lambda\). The comparison of exponents that fixed \(T_0\) then applies with \(\omega_b\to\lambda\). The quantum correction to the rate does not follow from this substitution alone, because the stable modes differ between well and saddle and bring quantum factors of their own. Strong friction, \(\gamma=\omega_b\), gives \(\lambda=0.618\,\omega_b\) and a crossover near 47 K.

The shape below the top matters too. The minimum of \(f\) requires \(f''=-\tau'/\hbar>0\), meaning that the period grows with depth. If the barrier falls away faster than its parabola, the period at first shortens. The stationary point is then a maximum of \(f\), and just above \(T_0\) deeper paths already have a smaller exponent than the top. Tunnelling can then take over above \(T_0\), and the change is abrupt.

Finally, \(E^*=V_0\theta^2\) cannot hold down to zero temperature in a real well, because escape cannot start below the ground level. If the well frequency is also 10 THz, that level lies about 21 meV above the well bottom, and the formula fails near \(0.2\,T_0\) at the latest. A barrier that joins smoothly onto its wells has a different \(\tau(E)\), and its dominant energy can approach the ground level at a much higher temperature. Domain walls, the applied field and the coupled motion of neighbouring cells are left out. They can change \(\omega_b\), the barrier height and the moving mass, so the rates above belong to the chosen model barrier and not to a measured film, and 76 K holds for the stated frequency with weak friction and a barrier whose period \(\tau\) grows with depth. The numerical output below lists the main values used here.

## Computed results

```
barrier-top frequency nu_b: 10.0 THz
angular frequency omega_b: 6.2832e+13 rad/s
energy quantum hbar*omega_b: 41.36 meV
crossover temperature T0: 76.38 K
thermal energy k_B*T0: 6.582 meV
equal-share temperature 2*T0: 152.8 K
slip, 2*pi left out (h*nu_b/k_B): 479.9 K
slip, 1e13 read as rad/s: 12.16 K
barrier height V0: 0.50 eV
moving mass: 16.0 u
attempt frequency: 10.0 THz
V0/(hbar*omega_b): 12.090 (no unit)
barrier length L: 0.391 angstrom
largest error of parabolic P near top: 0.0081 (no unit)
kappa at 300 K, parabola: 1.115 (no unit)
kappa at 300 K, full barrier: 1.120 (no unit)
kappa at 2*T0, parabola: 1.571 (no unit)
kappa at 2*T0, full barrier: 1.571 (no unit)
kappa at T0, full barrier: 14.9 (no unit)
T = 300.0 K: flux share below top 0.226, dominant energy 0.507 eV
T = 152.8 K: flux share below top 0.498, dominant energy 0.500 eV
T = 76.4 K: flux share below top 0.953, dominant energy 0.476 eV
T = 53.5 K: flux share below top 1.000, dominant energy 0.245 eV
T = 38.2 K: flux share below top 1.000, dominant energy 0.125 eV
Arrhenius exponent V0/(k_B*T0): 75.96 (no unit)
Arrhenius exponent at T0/2: 151.93 (no unit)
tunnelling exponent at T0/2: 113.95 (no unit)
ln(kappa) at T0/2, full barrier: 41.10
ln(kappa) at T0/2, steepest descent: 41.07
escape rate at T0: 1.52e-19 1/s
barrier for 1 Arrhenius escape/s at T0: 0.197 eV
friction factor for gamma = omega_b: 0.618
T0 for gamma = omega_b: 47.2 K
steep barrier, period/(2*pi/omega_b): 0.933 (no unit)
```
